# Early precursor profile in a closed pore with wall loss

A straight cylindrical pore of diameter $d$ and depth $L\gg d$ is open to a gas at $z=0$ and closed by a flat end face at $z=L$. Precursor molecules cross the pore without meeting each other. At each wall hit a molecule is consumed with a small probability $\beta$; otherwise it leaves in a random direction given by the cosine law, with no memory of its arrival. The end face consumes nothing until part (f). The density just inside the mouth is held at $n_0$, and $v$ is the mean thermal speed.

The problem asks how much precursor reaches the bottom early in a dose, and what "early" has to mean.

## (a) How fast does the wall remove gas?

**Question.** Find the loss rate $k$ per molecule on a fresh wall.

**Solution.** In an isotropic gas, the flux onto a surface is the density times the speed component along the normal, averaged over all directions, with only approaching molecules counted:

$$\Phi=\frac{nv}{4\pi}\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\vartheta\,\sin\vartheta\,d\vartheta=\frac{nv}{4\pi}\,2\pi\,\frac12=\frac{nv}{4}.$$

Since $\beta\ll1$, wall loss hardly disturbs this isotropy. The wall area per unit volume is $\pi dL/(\pi d^2L/4)=4/d$. Each molecule therefore hits the wall at the rate $(v/4)(4/d)=v/d$, and

$$k=\frac{\beta v}{d}.$$

The loss is linear in $n$ because $\beta$ does not depend on density.

## (b) How fast does gas spread along the pore?

**Question.** Find the diffusivity $D$ from the flights between wall hits.

**Solution.** Let a flight have direction cosines $s_n$ along the inward normal, $s_t$ along the circumference and $s_z$ along the axis. In the cross-section it starts at $(-d/2,0)$ and lands, after a path $\ell$, on the circle of radius $d/2$:

$$\left(-\tfrac d2+\ell s_n\right)^2+\ell^2s_t^2=\tfrac{d^2}{4}\quad\Rightarrow\quad \ell=\frac{d\,s_n}{s_n^2+s_t^2}=\frac{d\,s_n}{1-s_z^2}.$$

The axial hop is $\Delta=\ell s_z$. The cosine law gives the direction the probability $s_n\,d\Omega/\pi$. Measure the angle $\alpha$ from the axis and $\psi$ around it, so that $s_z=\cos\alpha$, $s_n=\sin\alpha\cos\psi$ and $d\Omega=\sin\alpha\,d\alpha\,d\psi$. Then

$$\langle\Delta^2\rangle=\frac{d^2}{\pi}\int\frac{s_n^3s_z^2}{(1-s_z^2)^2}\,d\Omega
=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi\int_0^\pi\cos^2\alpha\,d\alpha,$$

because the powers of $\sin\alpha$ cancel: $\sin^3\alpha\,\sin\alpha/\sin^4\alpha=1$. The integrals are $4/3$ and $\pi/2$, so $\langle\Delta^2\rangle=2d^2/3$.

Hops are independent and have zero mean, so their mean squares add. Over a long time $t$ there are on average $vt/d$ hops. Setting the total equal to $2Dt$ gives

$$D=\frac12\,\frac vd\,\frac{2d^2}{3}=\frac{dv}{3}.$$

## (c) What is the settled profile on a fresh wall?

**Question.** Find $n(z)$ and the ratio $n(L)/n(0)$ once the gas has settled but the wall is still almost bare.

**Solution.** The axial flux is $J=-D\,\partial n/\partial z$. In a thin slice, the density changes by what flows in, less what flows out, less what the wall takes:

$$\frac{\partial n}{\partial t}=-\frac{\partial J}{\partial z}-kn=D\frac{\partial^2n}{\partial z^2}-kn.$$

In the settled state the left side is zero. Define the Thiele modulus

$$M=L\sqrt{\frac kD}=L\sqrt{\frac{\beta v}{d}\,\frac{3}{dv}}=\frac Ld\sqrt{3\beta}.$$

With $x=z/L$ and $u=n/n_0$ the equation is $u''=M^2u$. The mouth gives $u(0)=1$. No net flux enters the unreactive end face, so $u'(1)=0$. Solutions with zero slope at $x=1$ are multiples of $\cosh[M(1-x)]$, and the mouth condition fixes the multiple:

$$U(x)=\frac{\cosh[M(1-x)]}{\cosh M},\qquad \frac{n(L)}{n(0)}=U(1)=\operatorname{sech}M.$$

$M^2$ compares the diffusion time $L^2/D$ with the lifetime $1/k$. For small $M$ the ratio is about $1-M^2/2$, and the pore fills almost evenly. For large $M$ it is about $2e^{-M}$. The speed has cancelled, so in this model molecular mass and temperature affect the ratio only through $\beta$.

## (d) When does this profile appear?

**Question.** The pore is empty at $t=0$, when the mouth density is switched to $n_0$. Find the bottom density as a function of time, with the wall still bare.

**Solution.** With $\tau=Dt/L^2$, the balance is $u_\tau=u_{xx}-M^2u$. Write $u=U-w$. The deficit $w$ obeys the same equation, with $w=0$ at the mouth, $w_x=0$ at the bottom, and $w=U$ at $\tau=0$. The functions $\sin q_jx$ with $q_j=(j+\tfrac12)\pi$, $j=0,1,2,\dots$, meet both end conditions and decay at the rates $q_j^2+M^2$. Their squares integrate to $1/2$, so the coefficients are $2I_j$ with $I_j=\int_0^1U\sin q_jx\,dx$. Use $M^2U=U''$ and integrate by parts twice:

$$M^2I_j=\big[U'\sin q_jx\big]_0^1-q_j\big[U\cos q_jx\big]_0^1-q_j^2I_j=0+q_j-q_j^2I_j.$$

Here $U'(1)=0$, $\cos q_j=0$ and $U(0)=1$ were used. Hence $I_j=q_j/(q_j^2+M^2)$. Since $\sin q_j=(-1)^j$,

$$\frac{n(L,t)}{n_0}=\operatorname{sech}M-\sum_{j=0}^\infty(-1)^j\frac{2q_j}{q_j^2+M^2}\,e^{-(q_j^2+M^2)Dt/L^2}.$$

At $t=0$ the ratio is zero, not $\operatorname{sech}M$. The slowest term decays in the time

$$t_r=\frac{L^2}{D\,(M^2+\pi^2/4)}.$$

Several $t_r$ must pass before part (c) applies, because the deficit has to become small compared with $\operatorname{sech}M$, which may itself be small. The number of $t_r$ needed therefore grows with $M$. Call the whole wait the settling time.

## (e) When does the profile stop being valid?

**Question.** The wall has $N$ sites per unit area, and a fraction $\theta$ is filled. Only free sites react. Find the first change in the bottom density and the shape of the first deposit.

**Solution.** The loss probability becomes $\beta(1-\theta)$, so $k$ becomes $k(1-\theta)$, and

$$\frac{\partial\theta}{\partial t}=\frac{\beta v}{4N}\,n(1-\theta)=\frac{u(1-\theta)}{t_s},\qquad t_s=\frac{4N}{\beta vn_0}.$$

Take $t$ much longer than the settling time but much shorter than $t_s$, and let $s=t/t_s$. To leading order $\theta=sU(x)$. The first deposit copies the gas profile, and its bottom-to-mouth ratio is also $\operatorname{sech}M$.

The gas follows the slowly changing wall, so $u''=M^2(1-sU)u$. Insert $u=U+sg$ and keep terms linear in $s$:

$$g''-M^2g=-M^2U^2,\qquad g(0)=0,\quad g'(1)=0.$$

Let $\xi=1-x$ and $C=\cosh M$. Then $U^2=\cosh^2(M\xi)/C^2=[1+\cosh(2M\xi)]/(2C^2)$. Try $g=a+b\cosh(2M\xi)+E\cosh(M\xi)$, which has zero slope at $\xi=0$. The $E$ term solves the equation without its source. Matching the other terms gives

$$-M^2a=-\frac{M^2}{2C^2}\Rightarrow a=\frac1{2C^2},\qquad (4M^2-M^2)\,b=-\frac{M^2}{2C^2}\Rightarrow b=-\frac1{6C^2}.$$

At the mouth, $\xi=1$ and $\cosh2M=2C^2-1$, so

$$EC=-a-b(2C^2-1)=\frac{-3+2C^2-1}{6C^2}=\frac{C^2-2}{3C^2}.$$

At the bottom,

$$g=a+b+E=\frac1{3C^2}+\frac{C^2-2}{3C^3}=\frac{(C+2)(C-1)}{3C^3}.$$

Dividing by $U(1)=1/C$ gives the relative rise of the bottom density:

$$\frac{\delta n(L)}{n(L)}=\frac{t}{t_s}\,\frac{(C+2)(C-1)}{3C^2}.$$

It is positive because a partly filled wall takes less gas. "Initial" thus means after the settling time of part (d) and well before $t_s$. If the mouth density itself changes little during one settling time, the gas ratio still holds closely at each moment.

## (f) What if the end face also reacts?

**Question.** Let the end face consume molecules with the same probability $\beta$.

**Solution.** The arriving flux now equals the consumption: $-Dn'(L)=\beta vn(L)/4$. In scaled form $u'(1)=-hu(1)$, with $h=\beta vL/(4D)=3\beta L/(4d)$. The function

$$u=A\left[\cosh(M\xi)+\frac hM\sinh(M\xi)\right]$$

solves the balance. At the bottom $u=A$ and $du/dx=-du/d\xi=-hA$, as required. Setting $u=1$ at the mouth gives $A$, and $h/M=\sqrt{3\beta}/4$, so

$$\frac{n(L)}{n(0)}=\frac{1}{\cosh M+\tfrac14\sqrt{3\beta}\,\sinh M}.$$

The change is small when $\sqrt{3\beta}\ll1$.

## (g) When does diffusion itself fail?

**Question.** Estimate the direct flight from mouth to bottom, and set up a balance that does not assume diffusion. The end face is again unreactive.

**Solution.** Seen from the mouth, the distant end face fills a solid angle $\pi d^2/(4L^2)$ near the axis. The cosine law divides this by $\pi$, so a fraction $d^2/(4L^2)$ of entering molecules arrives directly. Diffusion cannot describe the bottom unless $\operatorname{sech}M$ is much larger than this. The density must also vary little over one hop, which requires $\sqrt{3\beta}\ll1$, since the decay length is $L/M=d/\sqrt{3\beta}$. Both conditions are necessary but not sufficient: when $M$ is large, long flights that begin or end on the wall can also bring more gas to the bottom than diffusion predicts. For $L/d=200$ and $\beta=5\times10^{-4}$ ($M=7.75$) both conditions hold well, yet the balance below gives a bottom-to-mouth ratio about 30% above $\operatorname{sech}M$; for $L/d=50$ and $M=4.74$ the excess is about 7%.

For the fuller balance, part (b) gives $\Delta/d=\cos\psi\cot\alpha$. A hop exceeds $yd$ when $\alpha<\alpha_0$, with $\tan\alpha_0=\cos\psi/y$. Its probability is $F(y)=\frac1\pi\int\cos\psi\,d\psi\int_0^{\alpha_0}\sin^2\alpha\,d\alpha$. Differentiation, using $d\alpha_0/dy=-\cos\psi/(y^2+\cos^2\psi)$, gives the hop density

$$K(y)=-F'(y)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\psi}{(y^2+\cos^2\psi)^2}\,d\psi .$$

Let $\phi(y)$ be the wall hit rate per area at depth $yd$, and $B$ that on the end face, both relative to the mouth's supply from the reservoir. With $\Lambda=L/d$,

$$\phi(y)=F(y)+(1-\beta)\int_0^\Lambda K(|y-y'|)\,\phi(y')\,dy'+F(\Lambda-y)\,B,$$

$$B=G(\Lambda)+4(1-\beta)\int_0^\Lambda F(\Lambda-y)\,\phi(y)\,dy,\qquad G(\Lambda)=4\int_\Lambda^\infty F(y)\,dy .$$

The factor 4 is the wall area $\pi d^2dy$ divided by the face area $\pi d^2/4$. $G$ is the direct fraction: a molecule leaving one face of an endless pore must land on the wall somewhere, and those landing beyond $\Lambda$ have crossed the disc there. Hits on the end face are treated as uniform over it.

These equations were solved with wall rings $d/10$ wide. Holding $M=2.739$ fixed, with $\beta$ adjusted to suit, the bottom-to-mouth ratio of hit rates is 0.1266, 0.1269, 0.1274 and 0.1280 for $L/d=25$, 50, 100 and 200. The ratio moves toward $\operatorname{sech}M=0.1288$ as the pore lengthens. The mouth value is taken on the first ring, and the fourth digit depends on the ring width: for $L/d=50$, narrower rings with the mouth value taken at the rim give 0.126, about 0.5% lower.

For $L/d=50$ and $\beta=0.1$, by contrast, $M=27.4$ and $\operatorname{sech}M\approx2.55\times10^{-12}$, while the balance gives $B=2.2\times10^{-4}$. Direct flight supplies $1.0\times10^{-4}$ of this, and the rest has touched the wall at least once. The diffusion result is then useless at the bottom.

## (h) A silane dose in a contact hole

**Question.** Silane enters a hole with $d=100$ nm and $L=5$ µm at 573 K. Its pressure is 0.1 Torr in a total of 1 Torr. Take $\beta=0.001$ and $N=4$ nm$^{-2}$. Find the ratio, its time window and the main corrections.

**Solution.** The molecular mass is 32.12 u, so $v=\sqrt{8k_BT/(\pi m)}=614.6$ m/s and

$$D=\frac{(10^{-7}\,\text{m})(614.6\,\text{m/s})}{3}=2.05\times10^{-5}\,\text{m}^2/\text{s}=0.205\,\text{cm}^2/\text{s}.$$

The modulus and ratio are

$$M=50\sqrt{0.003}=2.739,\qquad \frac{n(L)}{n(0)}=\frac1{7.765}=0.129.$$

At half depth the density is already down to 0.270 of its mouth value. With the other parameters fixed, a ratio of at least 0.9 requires $L\le\operatorname{arcosh}(1/0.9)\,d/\sqrt{3\beta}$, about 0.85 µm. This is a rough limit, because such a pore is less than ten diameters deep and the diffusion model assumes $L\gg d$. The flight balance of part (g) puts it lower, at about 0.81 µm relative to the wall at the mouth and 0.76 µm relative to the reservoir.

The diffusion time is $L^2/D=1.22$ µs, so $t_r=1.22/(7.50+2.47)=0.122$ µs. In the diffusion model, the bottom reaches 99% of its settled density after 0.67 µs. Such densities are averages over many equal holes, since one settled hole holds only about 24 silane molecules at a time. The ideal-gas density at the mouth is $p/(k_BT)=1.685\times10^{21}$ m$^{-3}$, hence

$$t_s=\frac{4(4\times10^{18})}{(10^{-3})(614.6)(1.685\times10^{21})}\,\text{s}=15.45\,\text{ms}.$$

From the settling at 0.67 µs to $t_s$ is about four decades, and the initial result holds only in the part of that span well before $t_s$. This assumes a sudden rise of the mouth density. A gas valve may take milliseconds, which is comparable with $t_s$. The wall then fills during the rise, and "early" must be judged by the exposure so far (mouth density integrated over time), which must be much less than $n_0t_s$. At $0.01\,t_s$, part (e) predicts a relative rise of $0.01(9.765)(6.765)/(3\times7.765^2)=0.365\%$. Numerical integration of the coupled gas and coverage equations also gives 0.365%, with a deposit ratio of 0.129. By $t_s$ the gas ratio has grown to 0.184, and the initial result no longer applies.

The corrections to the ratio 0.1288, each taken alone, are as follows.

- A reactive end face gives 0.1271, which is 1.3% lower.
- The flight balance gives about 0.127 relative to the first wall ring. Relative to the reservoir, the hit rate is about 0.97 at that ring and 0.12 at the bottom, because the entrance also resists the flow.
- For gas collisions, treat all molecules as silane-like with a rough diameter $\sigma=0.4$ nm. The mean free path is $\lambda=k_BT/(\sqrt2\,\pi\sigma^2p)=83.5$ µm, with $p$ the total pressure. Adding the resistances of wall and gas, with gas diffusivity $\lambda v/3$, multiplies $M$ by $\sqrt{1+d/\lambda}$ and gives 0.1286. This is a rough estimate, a fall of 0.16%. Rare collisions cut the longest flights first, so in an endless pore the fall would be about 0.5%; in this hole, where no flight much exceeds $L$, it is likely nearer 0.2%.
- A 1 nm lining leaves a 98 nm bore and gives 0.122, about 5% lower.
- Doubling $\beta$ gives 0.042, about a third of the original value.

The setting resembles the silane half-cycle of tungsten deposition, in which silane reduces a surface left by a tungsten fluoride dose. The inputs are round, rough values; $\beta$ in particular is chosen, not measured. Real holes may taper, and real uptake need not be proportional to the free sites with a single $\beta$. The last two corrections show how strongly such departures can matter. A dose continued well past $t_s$ fills the wall progressively deeper, so $\operatorname{sech}M$ describes the start of the dose and not the final film. The remaining digits are in the numerical output below.

## Table of computed values

```
Pore diameter: 100 nm
Pore depth: 5 um
Depth over diameter: 50
Temperature: 573 K
Silane pressure: 0.1 Torr
Total pressure: 1 Torr
Loss probability per hit: 0.001
Site density: 4 nm^-2
Silane mass: 32.117 u
Mean speed: 614.6 m/s
Mean square axial hop over d^2, quadrature: 0.66667
Diffusivity: 0.2049 cm2/s
Wall loss rate: 6.146 1/us
Silane density at mouth: 1.685e+15 cm^-3
Thiele modulus M: 2.7386
cosh M: 7.7651
Bottom-to-mouth ratio, sech M: 0.12878
Same ratio, finite differences: 0.12878
Half-depth density over mouth density: 0.2696
Diffusion time L^2/D: 1.22 us
Slowest relaxation time: 0.1224 us
Time for bottom to reach 99% of sech M: 0.6734 us
Mouth saturation time t_s: 15.45 ms
Relative bottom rise at 0.01 t_s, simulation: 0.00365
Relative bottom rise at 0.01 t_s, formula: 0.003652
Deposit ratio bottom/mouth at 0.01 t_s: 0.1294
Gas ratio bottom/mouth at t_s: 0.18435
Greatest depth for ratio 0.9: 852.9 nm
Ratio with reactive end face: 0.12706
Flight balance, same M, L/d = 25, bottom/mouth: 0.12663
Flight balance, same M, L/d = 50, bottom/mouth: 0.12685
Flight balance, same M, L/d = 100, bottom/mouth: 0.12744
Flight balance, same M, L/d = 200, bottom/mouth: 0.12798
Example flight balance, mouth/reservoir: 0.9664
Example flight balance, bottom/reservoir: 0.1226
Large loss probability: 0.1
Its Thiele modulus: 27.39
Its sech M: 2.55e-12
Its flight balance, bottom/reservoir: 0.000221
Direct flight fraction mouth to end face: 0.0001
Rough molecular diameter: 0.4 nm
Mean free path in gas: 83.5 um
Ratio with gas collisions: 0.12857
Ratio after 1 nm lining of the wall: 0.12184
Ratio with doubled loss probability: 0.041574
```
